**Local time exponent for Gaussian capture barriers**

For traps filled up to the probed barrier E_p = kT ln(t/τ₀), the program tests n = (kT/s) φ(z)/Φ(z), where z = (E_p − m)/s, m and s are the mean and standard deviation of the barriers, and φ and Φ are the normal density and cumulative distribution. It asserts that this formula matches the numerical slope of the integrated barrier density at four values of z, and that n is near 0.174 at 398 K, s = 0.3 eV and z = −1. It also asserts the drift law of the exponent and, at six other times, that the tangent power law lies above the model. For first-order kinetics it asserts the mean and variance of the capture front, the agreement of the moment-corrected formula with direct integration to 0.5%, and a remainder beyond the first-order correction that falls as the square of kT/s. The output gives 0.1744 for the sharp front and 0.1655 for the full kinetics. Among the neglected effects that are sized, recovery during a 1 s measurement delay changes the exponent most, raising it to 0.247 for the assumed emission barriers.

## Numerical verification

```python
"""
Result under test: for Gaussian capture barriers (mean m, deviation s) filled
up to the probed barrier E_p = kT ln(t/tau0), the local time exponent is
    n = d ln|dV| / d ln t = (kT/s) * phi(z)/Phi(z),   z = (E_p - m)/s,
with phi, Phi the normal density and cumulative distribution.
At 398 K, s = 0.3 eV and z = -1 this is near 0.174.
Symbols: kT thermal energy (eV), tau0 attempt time (s), dV threshold shift (V),
log_time = ln(t/tau0). Energies are in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import norm

# Inputs: rough typical values for a pMOSFET with a SiO2/HfO2 gate stack
temperature = 398.0
spread = 0.3
mean_barrier = 1.3
attempt_time = 1e-10
eot_nm = 1.2
trap_depth_nm = 0.5
trap_density_cm2 = 2e12
oxide_voltage = 1.0

k_ev = const.k / const.e
kT = k_ev * temperature
probed = mean_barrier - spread
log_time = probed / kT
stress_time = attempt_time * np.exp(log_time)


def exponent_of(fill, x, step=0.01):
    """Logarithmic slope of a filling function of ln(t/tau0)."""
    return (np.log(fill(x + step)) - np.log(fill(x - step))) / (2 * step)


def formula(z, ratio):
    return ratio * norm.pdf(z) / norm.cdf(z)


def barrier_density(energy):
    u = (energy - mean_barrier) / spread
    return np.exp(-0.5 * u * u) / (spread * np.sqrt(2 * np.pi))


def sharp_fill(x):
    """Integrated barrier density below the probed barrier."""
    return quad(barrier_density, mean_barrier - 10 * spread, kT * x,
                epsabs=1e-14, epsrel=1e-12, limit=200)[0]


grid = np.linspace(-10, 10, 40001)
weights = np.exp(-0.5 * grid**2) / np.sqrt(2 * np.pi) * (grid[1] - grid[0])


def kinetic_fill(x, thermal=kT, back=0.0):
    """First-order kinetics; back = emission rate / capture rate."""
    log_rate_time = x - (mean_barrier + spread * grid) / thermal
    rate_time = np.exp(np.minimum(log_rate_time, 50.0)) * (1 + back)
    return np.sum(weights * -np.expm1(-rate_time)) / (1 + back)


# Sharp front: numerical slope against the formula, at several positions
ratio = kT / spread
for z in (-2.0, -1.0, 0.0, 1.0):
    x = (mean_barrier + z * spread) / kT
    assert abs(exponent_of(sharp_fill, x) / formula(z, ratio) - 1) < 1e-5
n_sharp = exponent_of(sharp_fill, log_time)
assert abs(n_sharp - 0.174) < 0.0005

# Drift of the exponent with time
hazard = norm.pdf(-1) / norm.cdf(-1)
drift = -ratio * n_sharp * (-1 + hazard)
drift_numeric = (exponent_of(sharp_fill, log_time + 0.05)
                 - exponent_of(sharp_fill, log_time - 0.05)) / 0.1
assert abs(drift_numeric / drift - 1) < 1e-3

# The tangent power law lies above the model at other times
fill_now = sharp_fill(log_time)
for shift in (-12, -6, -2, 2, 6, 12):
    assert fill_now * np.exp(n_sharp * shift) > sharp_fill(log_time + shift)

# Moments of the capture front in ln(t/tau)
s_axis = np.linspace(-45, 6, 51001)
front = np.exp(s_axis - np.exp(s_axis)) * (s_axis[1] - s_axis[0])
front_mean = np.sum(front * s_axis)
front_var = np.sum(front * (s_axis - front_mean)**2)
assert abs(front_mean + np.euler_gamma) < 1e-8
assert abs(front_var - np.pi**2 / 6) < 1e-8

# Full kinetics against the Gaussian with corrected moments
n_kinetic = exponent_of(kinetic_fill, log_time)
wide = np.sqrt(spread**2 + (np.pi * kT)**2 / 6)
z_wide = (probed - mean_barrier + np.euler_gamma * kT) / wide
n_moments = formula(z_wide, kT / wide)
assert abs(n_moments / n_kinetic - 1) < 5e-3  # skewness of the front is left out

# First-order correction: the remainder must fall as the square of kT/s
first_order = -np.euler_gamma * (-1 + hazard)
remainders = []
for small in (0.01, 0.005):
    thermal = small * spread
    slope = exponent_of(lambda y: kinetic_fill(y, thermal), probed / thermal)
    remainders.append(slope / formula(-1, small) - 1 - first_order * small)
assert 3.6 < remainders[0] / remainders[1] < 4.4

# Emission during stress, trap level 0.1 eV on the filled side
level_offset = 0.1
back_ratio = np.exp(-level_offset / kT)
n_back = exponent_of(lambda y: kinetic_fill(y, kT, back_ratio), log_time)

# Spread of tunnelling depth
hole_offset, hole_mass, depth_spread_nm = 4.5, 0.4, 0.15
kappa_nm = np.sqrt(2 * hole_mass * const.m_e * hole_offset * const.e) / const.hbar * 1e-9
depth_energy = kT * 2 * kappa_nm * depth_spread_nm
nodes, node_weights = np.polynomial.hermite_e.hermegauss(40)
node_weights = node_weights / node_weights.sum()


def depth_fill(x):
    z = (kT * x - depth_energy * nodes - mean_barrier) / spread
    return np.sum(node_weights * norm.cdf(z))


n_depth = exponent_of(depth_fill, log_time)
total_spread = np.hypot(spread, depth_energy)
assert abs(n_depth / formula(-spread / total_spread, kT / total_spread) - 1) < 1e-5

# Threshold shift and reduction of the field at the traps
permittivity = 3.9 * const.epsilon_0
v_max = (const.e * trap_density_cm2 * 1e4 * (eot_nm - trap_depth_nm) * 1e-9
         / permittivity)
feedback = v_max * trap_depth_nm / eot_nm


def feedback_fill(x):
    return brentq(lambda f: f - norm.cdf((kT * x - mean_barrier - feedback * f)
                                         / spread), 0, 1, xtol=1e-15, rtol=1e-14)


n_feedback = exponent_of(feedback_fill, log_time)

# Recovery in a measurement delay; emission barrier = capture barrier + scatter
emission_scatter = 0.2


def recovered_fill(x, delay):
    erased = kT * np.log(delay / attempt_time)
    return quad(lambda e: barrier_density(e) * norm.cdf((e - erased) / emission_scatter),
                mean_barrier - 10 * spread, kT * x,
                epsabs=1e-13, epsrel=1e-11, limit=200)[0]


n_fast = exponent_of(lambda y: recovered_fill(y, 1e-3), log_time)
n_slow = exponent_of(lambda y: recovered_fill(y, 1.0), log_time)
kept_fast = recovered_fill(log_time, 1e-3) / fill_now
kept_slow = recovered_fill(log_time, 1.0) / fill_now

# Newly created defects as part of the shift
new_share, new_exponent = 0.2, 0.25
n_mixed = exponent_of(lambda y: (1 - new_share) * sharp_fill(y) / fill_now
                      + new_share * np.exp(new_exponent * (y - log_time)), log_time)

# Same stress time at a temperature of use
use_temperature = 328.0
kT_use = k_ev * use_temperature
z_use = (kT_use * log_time - mean_barrier) / spread
n_use = formula(z_use, kT_use / spread)

assert n_kinetic < n_sharp and n_depth < n_sharp and n_feedback < n_sharp
assert n_slow > n_fast > n_sharp
others = (n_kinetic, n_back, n_depth, n_feedback, n_fast, n_mixed, n_use)
assert abs(n_slow - n_sharp) > max(abs(v - n_sharp) for v in others)

ten_years = 10 * const.Julian_year
log_gain = np.log(ten_years / stress_time)
fill_ten = sharp_fill(log_time + log_gain)
tangent_ten = fill_now * np.exp(n_sharp * log_gain)
decade = np.log(10)
small_area_cm2 = 100e-7 * 30e-7
filled_small = trap_density_cm2 * small_area_cm2 * fill_now

print(f"temperature: {temperature:.0f} K")
print(f"barrier deviation s: {spread:.2f} eV")
print(f"mean barrier m: {mean_barrier:.2f} eV")
print(f"probed barrier: {probed:.2f} eV")
print(f"attempt time: {attempt_time:.1e} s")
print(f"kT: {kT:.6f} eV")
print(f"kT/s: {ratio:.5f}")
print(f"phi(-1): {norm.pdf(-1):.5f}")
print(f"Phi(-1), filled fraction: {fill_now:.5f}")
print(f"phi/Phi at z=-1: {hazard:.5f}")
print(f"EXPONENT, sharp front: {n_sharp:.5f}")
print(f"ln(t/tau0) at z=-1: {log_time:.3f}")
print(f"stress time at z=-1: {stress_time:.0f} s")
print(f"drift dn/dln t: {drift:.5f}")
print(f"z step per decade: {ratio * decade:.4f}")
print(f"exponent one decade earlier: {exponent_of(sharp_fill, log_time - decade):.4f}")
print(f"exponent one decade later: {exponent_of(sharp_fill, log_time + decade):.4f}")
print(f"exponent at z=0: {formula(0, ratio):.4f}")
print(f"front mean in ln(t/tau): {front_mean:.5f}")
print(f"front variance in ln(t/tau): {front_var:.5f}")
print(f"first-order relative change: {100 * first_order * ratio:.2f} %")
print(f"corrected deviation: {wide:.5f} eV")
print(f"corrected z: {z_wide:.4f}")
print(f"exponent, corrected moments: {n_moments:.5f}")
print(f"exponent, full kinetics: {n_kinetic:.5f}")
print(f"full/sharp - 1: {100 * (n_kinetic / n_sharp - 1):.2f} %")
print(f"EOT: {eot_nm:.1f} nm; trap depth: {trap_depth_nm:.1f} nm")
print(f"trap density: {trap_density_cm2:.1e} cm^-2")
print(f"oxide field: {oxide_voltage / eot_nm * 10:.2f} MV/cm at {oxide_voltage:.1f} V")
print(f"largest shift V_max: {1e3 * v_max:.1f} mV")
print(f"shift at z=-1: {1e3 * v_max * fill_now:.2f} mV")
print(f"ten-year z: {-1 + ratio * log_gain:.3f}")
print(f"ten-year filled fraction, model: {fill_ten:.3f}")
print(f"ten-year filled fraction, tangent: {tangent_ten:.3f}")
print(f"ten-year shift, model: {1e3 * v_max * fill_ten:.1f} mV")
print(f"ten-year shift, tangent: {1e3 * v_max * tangent_ten:.1f} mV")
print(f"emission/capture at {level_offset:.1f} eV: {back_ratio:.4f}")
print(f"exponent, kinetics with emission: {n_back:.5f}")
print(f"hole offset: {hole_offset:.1f} eV; mass: {hole_mass:.1f} m_e")
print(f"tunnelling decay constant: {kappa_nm:.2f} nm^-1")
print(f"depth deviation: {depth_spread_nm:.2f} nm = {depth_energy:.4f} eV")
print(f"exponent, depth spread: {n_depth:.4f}")
print(f"barrier rise at z=-1: {1e3 * feedback * feedback_fill(log_time):.2f} meV")
print(f"exponent, field reduction: {n_feedback:.4f}")
print(f"emission barrier scatter: {emission_scatter:.1f} eV")
print(f"charge kept after 1 ms: {100 * kept_fast:.1f} %")
print(f"exponent, 1 ms delay: {n_fast:.4f}")
print(f"charge kept after 1 s: {100 * kept_slow:.1f} %")
print(f"exponent, 1 s delay: {n_slow:.4f}")
print(f"new defects: share {new_share:.2f}, exponent {new_exponent:.2f}")
print(f"exponent, with new defects: {n_mixed:.4f}")
print(f"z at {use_temperature:.0f} K, same time: {z_use:.3f}")
print(f"exponent at {use_temperature:.0f} K, same time: {n_use:.4f}")
print(f"negative-barrier fraction: {norm.cdf(-mean_barrier / spread):.1e}")
print(f"filled traps in 100 nm x 30 nm: {filled_small:.1f}")
print(f"their Poisson scatter: {100 / np.sqrt(filled_small):.0f} %")
print("verified")
```

Running it gives:

```
temperature: 398 K
barrier deviation s: 0.30 eV
mean barrier m: 1.30 eV
probed barrier: 1.00 eV
attempt time: 1.0e-10 s
kT: 0.034297 eV
kT/s: 0.11432
phi(-1): 0.24197
Phi(-1), filled fraction: 0.15866
phi/Phi at z=-1: 1.52514
EXPONENT, sharp front: 0.17436
ln(t/tau0) at z=-1: 29.157
stress time at z=-1: 460 s
drift dn/dln t: -0.01047
z step per decade: 0.2632
exponent one decade earlier: 0.1989
exponent one decade later: 0.1507
exponent at z=0: 0.0912
front mean in ln(t/tau): -0.57722
front variance in ln(t/tau): 1.64493
first-order relative change: -3.47 %
corrected deviation: 0.30321 eV
corrected z: -0.9241
exponent, corrected moments: 0.16568
exponent, full kinetics: 0.16553
full/sharp - 1: -5.07 %
EOT: 1.2 nm; trap depth: 0.5 nm
trap density: 2.0e+12 cm^-2
oxide field: 8.33 MV/cm at 1.0 V
largest shift V_max: 65.0 mV
shift at z=-1: 10.31 mV
ten-year z: 0.536
ten-year filled fraction, model: 0.704
ten-year filled fraction, tangent: 1.652
ten-year shift, model: 45.7 mV
ten-year shift, tangent: 107.3 mV
emission/capture at 0.1 eV: 0.0542
exponent, kinetics with emission: 0.16499
hole offset: 4.5 eV; mass: 0.4 m_e
tunnelling decay constant: 6.87 nm^-1
depth deviation: 0.15 nm = 0.0707 eV
exponent, depth spread: 0.1673
barrier rise at z=-1: 4.20 meV
exponent, field reduction: 0.1719
emission barrier scatter: 0.2 eV
charge kept after 1 ms: 88.5 %
exponent, 1 ms delay: 0.1945
charge kept after 1 s: 60.2 %
exponent, 1 s delay: 0.2473
new defects: share 0.20, exponent 0.25
exponent, with new defects: 0.1895
z at 328 K, same time: -1.586
exponent at 328 K, same time: 0.1896
negative-barrier fraction: 7.3e-06
filled traps in 100 nm x 30 nm: 9.5
their Poisson scatter: 32 %
verified
```
